Transmission through a Schottky-Nordheim barrier: numerical integration, WKB and Kemble

At the top of a field-emission barrier simple WKB gives a transmission probability of 1 and the Kemble formula gives 0.5. Direct integration of the Schrödinger equation, for a work function of 4.5 eV, a field of 5 V/nm and a metal band whose bottom lies 10 eV below the Fermi level, gives 0.294. Four electronvolts below the Fermi level the discrepancy has the other sign: the integrated value is 1.61 times the Kemble value. The integration error is near one part in a million, so the difference must be sought in the approximations. Its size belongs to this model, in which the image potential is cut abruptly at the band bottom; a smoother surface brings the integrated value much closer to Kemble's, as shown at the end.

**The barrier needs a metal**

Let ε be the energy of motion normal to the surface, measured from the Fermi level. An electron at distance x from a plane metal is attracted by its image with force e²/[4πε₀(2x)²]. Integrating this force from infinity gives the energy −B/x, with B = e²/(16πε₀) = 0.360 eV nm. With F the field multiplied by e, the barrier is

V(x) = φ − Fx − B/x.

It diverges at x = 0. We therefore join it continuously to a flat free-electron band with bottom at −E_F. The condition V(x_c) = −E_F reads Fx_c² − Wx_c + B = 0, where W = φ + E_F, and its smaller root is

x_c = 2B/[W + √(W² − 4FB)].

For φ = 4.5 eV, E_F = 10 eV and F = 5 eV/nm this is 0.720/(14.5 + 14.25) = 0.0250 nm. The model is one-dimensional, with the free electron mass throughout.

**A fourth-order step that conserves flux**

With c = 2m/ħ² = 26.25 eV⁻¹ nm⁻², the equation is

ψ″ = Qψ, Q = c(V − ε).

For the column y = (ψ, ψ′) this becomes y′ = 𝒜y, where 𝒜 has rows (0, 1) and (Q, 0). We seek the propagator over a step h in the form exp Ω. Iterating the differential equation gives

exp Ω = 1 + ∫𝒜(s)ds + ∬_{s₂<s₁} 𝒜(s₁)𝒜(s₂)ds₁ds₂ + …

The logarithm to second order in 𝒜 follows by subtracting half the square of the first integral. That square contains both orderings of the product, so

Ω = ∫𝒜ds + ½∬_{s₂<s₁} [𝒜(s₁), 𝒜(s₂)]ds₁ds₂ + …

Measure s from the midpoint and write 𝒜 = A₀ + sA₁ + …. The commutator is (s₁ − s₂)[A₁, A₀] to leading order. The double integral of s₁ − s₂ is h³/6, so the second term is (h³/12)[A₁, A₀]. Since A₁ has Q′ as its single entry, at lower left, the commutator is diagonal with entries −Q′ and Q′.

The omitted terms start at h⁵. Reversing a step inverts its propagator, so Ω contains odd powers of h alone. Terms cubic in 𝒜 vanish for constant 𝒜 and therefore need at least one extra power of s. This makes them h⁴ or smaller, and parity removes h⁴.

Two Gauss points at s = ∓h/(2√3), in the order in which the step meets them, give ∫𝒜ds with error h⁵. They also give Q′ = √3(Q₂ − Q₁)/h. With Q̄ = (Q₁ + Q₂)/2, Ω has rows (a, h) and (hQ̄, −a), where

a = √3 h²(Q₁ − Q₂)/12.

Multiplying out, the off-diagonal terms of Ω² cancel and Ω² = μ²I with μ² = a² + h²Q̄. The exponential series then separates into even and odd powers:

exp Ω = cosh μ I + (sinh μ/μ)Ω.

For μ² < 0 these functions become cos|μ| and sin|μ|/|μ|. The determinant is cosh²μ − (sinh²μ/μ²)(a² + h²Q̄) = 1. A real matrix of unit determinant preserves J = Im(ψ*ψ′), because J is the determinant formed by the real and imaginary parts of y.

The local error h⁵ accumulates over a number of steps proportional to 1/h, so the global error is of order h⁴. We use 6000 steps, uniform in √x, from 12 nm to x_c, which makes them short where the image potential is steep.

**Starting outside and reading D inside**

Outside the barrier set k² = −Q and start with

ψ = k^(−1/2), ψ′ = (ik − k′/2k)ψ.

This belongs to the WKB wave k^(−1/2)exp(i∫k dx). Differentiating once more gives

ψ″ = [−k² + 3k′²/(4k²) − k″/(2k)]ψ.

The imaginary terms −ik′ and +ik′ have cancelled. The two remaining corrections become small compared with k² far out, where k grows as √x. The flux is J = k|ψ|² = 1.

We integrate towards the metal. Under the barrier the wanted solution grows in that direction, whereas an admixture of the other solution decays. In the metal ψ = A exp(ikx) + A_R exp(−ikx), with phases referred to x_c and now k² = c(ε + E_F). Solving for the incident amplitude gives A = [ψ + ψ′/(ik)]/2. The incident flux is k|A|², hence D = 1/(k|A|²). Expanding the square and using J = 1,

D = 4/[k|ψ|² + |ψ′|²/k + 2],   (1)

with ψ and ψ′ taken at x_c. This never exceeds 1: |ψ||ψ′| ≥ J = 1 makes the first two terms sum to at least 2.

**The barrier exponent on both sides of the top**

Let H = φ − ε. Under the barrier

V − ε = H − Fx − B/x = (F/x)(x₊ − x)(x − x₋),

with turning points x± = x̄ ± d, where

x̄ = H/(2F), d² = (H² − 4FB)/(4F²).

The WKB exponent is G = 2√c ∫√(V − ε)dx between them. Put x = x̄ + ds. Then (x₊ − x)(x − x₋) = d²(1 − s²) and dx = d ds, so

G = 2√(cF) d² ∫₋₁¹ √(1 − s²)/√(x̄ + ds) ds.   (2)

Replacing s by −s shows that G is even in d. Above the top d is imaginary, but contributions from s and −s are complex conjugates, so G stays real; the factor d² makes it negative. Equation (2) thus continues G smoothly through the top. It requires H > 0: at H = 0 the path meets the singularity at x = 0. Gauss-Chebyshev quadrature evaluates it with nodes s_j = cos θ_j and weights [π/(n+1)]sin²θ_j, θ_j = jπ/(n+1); here n = 600.

At the Fermi level the turning points are 0.0887 and 0.8113 nm, so x̄ = 0.450 nm and d² = 0.1305 nm². Replacing the denominator by √x̄ leaves ∫√(1 − s²)ds = π/2 and gives G ≈ 22.91 × 0.1305 × 1.571/0.671 = 7.00. The full integral gives 7.58.

Simple WKB takes D = exp(−G) below the top and D = 1 above it.

**Kemble's formula from a parabola**

For V = V_top − ½mω²u², set z = u√(mω/ħ) and ν = (ε − V_top)/(ħω). The Schrödinger equation becomes

d²ψ/dz² + (z² + 2ν)ψ = 0.

For large positive z the local wavenumber is z + ν/z, so the outgoing wave is

ψ → z^(−1/2 + iν) exp(iz²/2).

At large negative z the factor exp(iz²/2) has phase gradient z < 0 and describes the reflected wave; exp(−iz²/2) describes the incident one. We continue the outgoing form through the upper half-plane. It is exponentially small for 0 < arg z < π/2 and dominant for π/2 < arg z < π, so its coefficient is carried unchanged to arg z = π. With z = r exp(iπ),

z^(−1/2 + iν) = r^(−1/2 + iν) exp(−iπ/2) exp(−πν).

The ratio of reflected to transmitted flux is therefore exp(−2πν). Together with R + D = 1 this gives

D = 1/(1 + exp G), G = 2π(V_top − ε)/(ħω).   (3)

This is exact for the infinite parabola. Kemble's approximation uses (3) with the G of the actual barrier.

The two exponents agree at the top. There x_t = √(B/F), and H equals the Schottky lowering Δ = 2√(FB) = 2Fx_t. For H = Δ + δ with small δ, d² ≈ Δδ/(2F²) = x_tδ/F. Equation (2) then gives G ≈ π√(cF/x_t)(x_t/F)δ = π√(cx_t/F)δ. The curvature is |V″| = 2B/x_t³ = 2F/x_t, so (ħω)² = ħ²|V″|/m = 4F/(cx_t), and 2πδ/(ħω) is the same expression. Numerically x_t = 0.268 nm and ħω = 1.69 eV.

**What the comparison shows**

The barrier top lies 1.817 eV above the Fermi level.

ε (eV)    G       D integrated   D Kemble   ratio
−4.0     29.11    3.66e−13      2.28e−13    1.61
−2.0     17.59    2.89e−8       2.29e−8     1.26
 0.0      7.58    4.30e−4       5.10e−4     0.84
 1.0      3.21    0.0244        0.0386      0.63
 1.817    0       0.294         0.500       0.59
 2.5     −2.42    0.709         0.919       0.77
 3.8     −6.27    0.921         0.998       0.92

Below the top, simple WKB exceeds Kemble by the factor 1 + exp(−G). This correction is 0.05% at the Fermi level, 4% at 1 eV and a factor of 2 at the top. Kemble removes the abrupt saturation of simple WKB, but in deep tunnelling the two coincide and share the same error. The ratio crosses 1 between −1 and 0 eV, so good agreement there does not show that either formula is accurate.

The inner side of the barrier violates the WKB condition. From k² = c(ε − V), the parameter |k′|/(2k²) equals |V′|/[4√c(ε − V)^(3/2)]. At x_c and the Fermi level it is 569/(4 × 5.123 × 31.6) = 0.88, where it should be much less than 1. Moving the edge far inward does not help: as x → 0, k varies as x^(−1/2), so the parameter diverges as x^(−1/2).

Equation (1) gives the effect of the metal in a useful limit. The solution integrated from outside does not depend on E_F; the band depth decides where it is read. As x → 0, ψ tends to a constant ψ₀ and ψ′ ≈ −cBψ₀ ln x plus a constant. The constant cannot vanish, since a solution zero at the origin is a real function times a constant and carries no flux. For a deep band the first term of (1) dominates, and as E_F varies at fixed ε

D ≈ 4/(k|ψ₀|²) ∝ (ε + E_F)^(−1/2).

The pure image barrier, reached as E_F → ∞, would thus transmit nothing, although G does not change.

At the Fermi level, with φ and F fixed, band depths of 5, 7.5, 10 and 15 eV give ratios to Kemble of 1.184, 0.974, 0.844 and 0.691. Multiplied by √E_F they become 2.65, 2.67, 2.67 and 2.67, so D varies nearly as 1/k. These edges are nevertheless not yet in the limit x → 0. Write the first two terms of (1) as kS, with S = |ψ|² + |ψ′|²/k². Because ψ″ = −k²ψ, the terms containing ψ*ψ′ cancel in the derivative, leaving S′ = |ψ′|²(1/k²)′. Between the edges for 15 and 5 eV, 1/k² triples but S changes by only 1%, so |ψ′| is much smaller than k|ψ| there: |ψ| is close to a maximum, between its rise from the origin and its fall under the barrier. As E_F → ∞, S decreases to |ψ₀|², and the product with √E_F ends at a value larger than 2.67.

The factor 1/k accounts for √(10/6) = 1.29 of the change in ratio between ε = 0 and −4 eV, which is 1.61/0.84 = 1.91. The remaining factor, 1.48, is the amount by which S exp(−G) at the edge is larger at 0 than at −4 eV. In simple WKB S exp(−G) would equal 4/k, which cancels the factor 1/k and leaves the ratio unchanged.

At 3.8 eV D does not vary as 1/k. The denominator of (1) is 4/0.921 = 4.34, of which k|ψ|² supplies only 1.40; the rest is |ψ′|²/k = 0.94 and the constant 2. Moreover, |ψ|² is 25% smaller at the edge for 15 eV than at the edge for 5 eV, which offsets much of the 46% rise in k. The ratio falls only from 0.945 to 0.907 between band depths of 5 and 15 eV.

If the discrepancy is a failure of semiclassics, it should vanish for a heavy particle. We test this at G = 3 with φ, E_F and F fixed, choosing ε anew for each mass. Masses of 1, 16, 256 and 4096 electron masses give ratios of 0.622, 0.883, 0.966 and 0.988. Kemble is recovered, but an electron meeting this abrupt edge is far from that limit.

At the Fermi level the field affects the ratio to Kemble less than the band depth does. With E_F = 10 eV, D rises from 1.1e−7 at 3 V/nm to 1.3e−2 at 7 V/nm, while its ratio to Kemble falls only from 0.88 to 0.80. Over this range Kemble follows most of the field dependence, but its value is 14 to 25% above the integrated one for this model metal with its abrupt edge. At 7 V/nm the free-electron supply gives a current density near 2 × 10¹¹ A/m², where space charge, omitted here, begins to alter the surface field.

**Numerical error and model error**

For a triangular barrier, φ − Fx outside the same metal, the solution is an Airy function. At −3, 0, 3 and 5.5 eV the largest relative difference in D is 1.0e−6. For the full barrier, an adaptive integration started from an Airy wave at 25 nm agrees within 8.8e−7 at −3, 0 and 2.5 eV. With 400, 800 and 1600 steps from 4 nm at the Fermi level, successive differences give an order of 4.02. Integration through a parabola with |V″| = 10 eV/nm², at four energies from 1 eV below to 0.4 eV above its top, reproduces (3) within 9.3e−6.

The sum D + R equals 1 within 2.2e−15. This checks the arithmetic but says nothing about step size, since every step has unit determinant however long it is.

The model error is much larger. Replace the abrupt cut by the saturating potential −(B/x)[1 − exp(−λx)], with λ = W/B so that V reaches −E_F at x = 0. This lowers D at the Fermi level by 7% and raises it at 3.8 eV by 3%. At these two energies the change is 37% and 39% of the difference between the integrated D and the Kemble value. This λ, 40 nm⁻¹, still gives a sharp edge. For a smoother surface take a smaller λ and continue the potential into the metal as φ − W/[γ exp(βx) + 1], with γ and β fixed by matching value and slope at x = 0. For λ = 30, 20 and 15 nm⁻¹, D at the Fermi level falls by 11, 19 and 39%. Its ratio to the Kemble value of the same barrier is 0.82, 0.93 and 1.02 at the Fermi level and 1.36, 1.18 and 1.10 at −4 eV, and D at the top is 0.36, 0.42 and 0.45. Much of the discrepancy in the table therefore comes from the abrupt join, and its size for a real surface depends on how the potential passes into the metal.

The parameters are rough typical values for a tungsten field emitter, and the free-electron band is a stand-in for its real band structure. A real emitter is a curved tip. For a sphere of radius R = 50 nm with the same surface field, Fx becomes Fx/(1 + x/R) and B/x becomes B/[x(1 + x/2R)]; D at the Fermi level falls by 16%. Temperature acts through the electron supply. Integrating the Fermi function over transverse energy gives a supply proportional to kT ln[1 + exp(−ε/kT)]. Near the Fermi level D varies as exp(ε/w) with w = 0.231 eV, and with this exponential form the current at 300 K is 2.1% above its zero-temperature value; with the integrated D(ε) in place of the exponential the figure is about 2.25%.

Assuming a single work function can cause a larger error than neglecting the curvature of this 50 nm tip or a temperature of 300 K. On tungsten it differs between crystal faces by several tenths of an electronvolt. Raising φ by 0.1 eV changes G exactly as lowering ε by 0.1 eV does, so D falls by a factor of about exp(−0.1/0.231) = 0.65; integration with φ = 4.6 eV gives 0.64. That 36% change exceeds the 16% by which the integrated D differs from Kemble at the Fermi level. The local field matters too: going from 5 to 4 V/nm lowers D by a factor of 21. For the emitter computed here, a change of 0.1 eV in work function or of 1 V/nm in field therefore matters more at the Fermi level than the choice between Kemble's formula and direct integration. The remaining computed values are in the numerical output.

Computed values

```
c = 2m/hbar^2: 26.2468 1/(eV nm^2); B: 0.35999 eV nm
work function 4.5 eV, band depth 10.0 eV, field 5.0 V/nm
metal edge x_c: 0.02504 nm
Fermi-level turning points: 0.0887, 0.8113 nm
barrier top: 1.8168 eV above Fermi level, at x = 0.2683 nm
Schottky lowering: 2.6832 eV; hbar omega at top: 1.6852 eV
image quantum length 1/(cB): 0.1058 nm
WKB parameter |k'|/(2k^2) at metal edge, Fermi level: 0.878
energy/eV      G     D numerical   simple WKB    Kemble     num/Kemble
 -4.000   29.1116  3.6615e-13  2.2751e-13  2.2751e-13  1.6094
 -3.000   23.1736  1.2480e-10  8.6261e-11  8.6261e-11  1.4468
 -2.000   17.5903  2.8884e-08  2.2942e-08  2.2942e-08  1.2590
 -1.000   12.3837  4.4187e-06  4.1861e-06  4.1861e-06  1.0556
  0.000    7.5806  4.3019e-04  5.1025e-04  5.0999e-04  0.8435
  1.000    3.2139  2.4430e-02  4.0200e-02  3.8647e-02  0.6321
  1.817    0.0000  2.9409e-01  1.0000e+00  5.0000e-01  0.5882
  2.500   -2.4224  7.0878e-01  1.0000e+00  9.1852e-01  0.7717
  3.000   -4.0284  8.4859e-01  1.0000e+00  9.8251e-01  0.8637
  3.800   -6.2746  9.2133e-01  1.0000e+00  9.9812e-01  0.9231
Fermi level, other fields (V/nm): G, D numerical, num/Kemble
  3.0: 15.8540, 1.1462e-07, 0.8801
  4.0: 10.6580, 2.0280e-05, 0.8626
  6.0: 5.5553, 3.1693e-03, 0.8228
  7.0: 4.1273, 1.2716e-02, 0.8012
Field 5 V/nm, other band depths (eV): num/Kemble at 0 eV and at 3.8 eV
  5.0: 1.1843, 0.9448
  7.5: 0.9737, 0.9328
  15.0: 0.6905, 0.9072
Mass factor at fixed G = 3: num/Kemble
  1: 0.6224
  16: 0.8826
  256: 0.9662
  4096: 0.9879
saturating image / abrupt cut, D ratio at 0 eV: 0.9312
saturating image / abrupt cut, D ratio at 3.8 eV: 1.0324
sphere of 50 nm / plane, D ratio at 0 eV: 0.8402
decay width of D at Fermi level: 0.2307 eV; kT at 300 K: 0.02585 eV
thermal current factor at 300 K: 1.0210
largest relative error, Airy test: 1.0e-06; adaptive test: 8.8e-07
parabola test error: 9.3e-06; flux error: 2.2e-15; order: 4.02
```
